\section*{Two-photon K-shell ionization: scaling with nuclear charge, neon and germanium}

\section*{Problem}

A 1s electron is bound with energy $I$. Linearly polarized light of frequency $\omega$, with $I/2<\omega<I$, can remove it by the absorption of two photons but not of one. To lowest order in the light the rate is
\begin{equation}
W=\sigma_2F^2 ,
\end{equation}
where $F$ is the photon flux and $\sigma_2$, of dimension length$^4\times$time, is the generalized cross section.

(a) Express $\sigma_2$ through a second-order dipole amplitude. (b) Find how $\sigma_2$ depends on $Z$ for an electron in the field of a bare charge $Z$, and state what must be held fixed. (c) Estimate the cross section of the full K shell of neon and germanium at $\omega=0.55\,I$, and judge the estimate.

Hartree atomic units are used. The electron is nonrelativistic, the field is uniform over the K shell, and $\omega$ lies away from every 1s--$n$p transition energy.

\section*{Solution}

\subsection*{(a) The rate}

The field $E_0\cos\omega t$ along $z$ gives the electron the energy $E_0z\cos\omega t$. Its absorbing part is $(E_0/2)\,z\,e^{-i\omega t}$. With slow switching-on, the first-order amplitude of a state $n$ is
\begin{equation}
c_n(t)=-i\frac{E_0}{2}z_{n,1s}\int^t e^{i(E_n-E_{1s}-\omega)t'}dt'
=\frac{E_0}{2}\,\frac{z_{n,1s}\,e^{i(E_n-E_{1s}-\omega)t}}{E_{1s}+\omega-E_n}.
\end{equation}
A second absorption leads to the final state $f$:
\begin{align}
i\dot c_f&=\frac{E_0}{2}\sum_n z_{fn}\,e^{i(E_f-E_n-\omega)t}c_n(t)
=\Big(\frac{E_0}{2}\Big)^2M\,e^{i(E_f-E_{1s}-2\omega)t},\\
M&=\sum_n\frac{z_{fn}\,z_{n,1s}}{E_{1s}+\omega-E_n}.
\end{align}
The sum includes the continuum. This is the equation of a first-order transition with coupling $(E_0/2)^2M$ and energy $2\omega$. If $f$ is normalized per unit energy, $\langle E|E'\rangle=\delta(E-E')$, the golden rule gives
\begin{equation}
W=2\pi\Big(\frac{E_0}{2}\Big)^4|M|^2 ,
\end{equation}
where $|M|^2$ stands for the sum over the final partial waves.

The mean energy flux is $cE_0^2/8\pi=\omega F$. Since $c=1/\alpha$, this means $E_0^2=8\pi\alpha\omega F$ and $(E_0/2)^4=(2\pi\alpha\omega F)^2$. Therefore
\begin{equation}
\sigma_2=8\pi^3\alpha^2\omega^2|M|^2 .
\label{sig}
\end{equation}
For hydrogen at $\omega=0.275$ and $E_0=0.004$ this rate is $6.20\times10^{-8}$. The decay width of the field-dressed state, found by diagonalization without the use of $M$, is $6.19\times10^{-8}$. This tests the rate as a function of $E_0$; the conversion from $E_0$ to $F$ cancels in the comparison and rests on the derivation above.

\subsection*{(b) The power of $Z$}

Put $\mathbf r=\boldsymbol\rho/Z$. Then
\begin{equation}
H=-\tfrac12\nabla_r^2-\frac Zr=Z^2\Big(-\tfrac12\nabla_\rho^2-\frac1\rho\Big),
\end{equation}
so every energy is $Z^2$ times its hydrogen value. Let $x=\omega/Z^2$ be held fixed. The powers of $Z$ in $M$ are then as follows.

The two factors $z$ are lengths and give $Z^{-2}$. The denominator is $Z^2(-\tfrac12+x-\varepsilon_n)$ and gives $Z^{-2}$. The sum over intermediate states is a sum of projectors and gives no power. The final state does give one: because
\begin{equation}
\delta(E-E')=\delta\big(Z^2(\varepsilon-\varepsilon')\big)=Z^{-2}\delta(\varepsilon-\varepsilon'),
\end{equation}
an energy-normalized function carries a factor $Z^{-1}$ beyond the factor $Z^{3/2}$ that a bound function also has. The factors $Z^{3/2}$ cancel against the volume elements. Hence
\begin{equation}
M\propto Z^{-2}Z^{-2}Z^{-1}=Z^{-5},\qquad
\omega^2|M|^2\propto Z^{4}Z^{-10}=Z^{-6},
\end{equation}
and, with $\hat\sigma(x)$ the hydrogen cross section,
\begin{equation}
\sigma_2(Z,\omega)=Z^{-6}\,\hat\sigma(\omega/Z^2).
\label{scal}
\end{equation}
The law compares ions at the same fraction of their edges, since $\omega/I=2x$. At fixed $\omega$ the argument of $\hat\sigma$ changes too, and no single power results. Separate calculations for bare charges 10 and 32 give the power $-6.000$.

The function $\hat\sigma$ has poles at $x=\tfrac12(1-1/n^2)$, the 1s--$n$p resonances. The first lies at $\omega/I=0.75$. Near a pole the level widths must be included, and these do not all scale as $Z^2$: the radiative width, for example, varies as $\omega^3|z|^2\propto Z^6Z^{-2}=Z^4$.

\subsection*{The hydrogen value}

The infinite sum can be avoided. The function $\Phi=\sum_n|n\rangle z_{n,1s}/(E_{1s}+\omega-E_n)$ obeys
\begin{equation}
(E_{1s}+\omega-H)\Phi=z\,|1s\rangle .
\end{equation}
Write $\psi_{1s}=(u/r)Y_{00}$. From $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$ it follows that $\Phi=(g/r)Y_{10}/\sqrt3$, with
\begin{equation}
\Big(E_{1s}+\omega+\frac12\frac{d^2}{dr^2}-\frac1{r^2}-V(r)\Big)g=r\,u .
\end{equation}
Because $\omega<I$, $g$ decays exponentially. The second dipole factor uses $\cos\theta\,Y_{10}=Y_{00}/\sqrt3+2Y_{20}/\sqrt{15}$. With $R_L=\int u_{EL}\,r\,g\,dr$, where $u_{EL}$ is the final radial function, the two amplitudes are $M_0=R_0/3$ and $M_2=2R_2/\sqrt{45}$, so that
\begin{equation}
|M|^2=\frac{R_0^2}{9}+\frac{4R_2^2}{45}.
\end{equation}

A check on $M$ follows from $[H,z]=-\partial_z$, which gives $(\partial_z)_{ab}=-(E_a-E_b)z_{ab}$. Let $\Delta_n=E_{1s}+\omega-E_n$. Since $E_f=E_{1s}+2\omega$,
\begin{align}
\sum_n\frac{(\partial_z)_{fn}(\partial_z)_{n,1s}}{\Delta_n}
&=\sum_n\frac{(\omega+\Delta_n)(\omega-\Delta_n)}{\Delta_n}z_{fn}z_{n,1s}\nonumber\\
&=\omega^2M-\langle f|z(E_{1s}+\omega-H)z|1s\rangle .
\end{align}
The last term vanishes. Indeed $zHz=\tfrac12(z^2H+Hz^2)+\tfrac12$, where the constant drops out by orthogonality and the rest has the mean energy $\tfrac12(E_{1s}+E_f)=E_{1s}+\omega$. The gradient form must therefore equal $\omega^2M$ in any local potential. In the calculations below, the radial integrals from the two forms differ by at most $2\times10^{-5}$ of the larger of $|R_0|$ and $|R_2|$. This tests the intermediate sum and the shape of the radial functions, but not the normalization of the final state, which cancels in the comparison, nor the quality of the potential.

At $\omega=0.275$ the calculation gives $|M|^2=617$, and Eq.~(\ref{sig}) gives
\begin{equation}
\hat\sigma=8\pi^3\alpha^2(0.275)^2(617)=0.616\ \text{a.u.}=1.17\times10^{-50}\ \text{cm}^4\,\text{s}.
\end{equation}
The d wave supplies 98\% of it. At the three computed energies $0.55\,I$, $0.60\,I$ and $0.65\,I$, $\hat\sigma$ lies within 0.58 to 0.63: from the first to the last, $|M|^2$ falls to 451, while $\omega^2$ grows by the factor 1.40.

\subsection*{(c) From the ion to the atom}

\textbf{The filled 2p shell.} An atom has 2p electrons, so the path 1s$\to$2p$\to f$ is blocked by the Pauli principle. Another path reaches the same final state: first 2p$\to f$, then 1s$\to$2p. For independent electrons in one common potential its denominator is
\begin{equation}
\omega-(\varepsilon_f-\varepsilon_{2p})
=\omega-(\varepsilon_{1s}+2\omega-\varepsilon_{2p})
=-(\varepsilon_{1s}+\omega-\varepsilon_{2p}).
\end{equation}
The two electrons end in exchanged places, which gives a second minus sign. The product of the signs is $+1$, and the path contributes just the blocked term. The sum in $M$ thus runs over filled orbitals as well. An explicit two-fermion model confirms this: its amplitude is 0.2872, equal to the full one-electron sum, whereas omission of the filled level would give 0.0712.

\textbf{The scaled estimate.} The shell holds two 1s electrons. Ejection of one or the other leaves holes of different spin, so the rates add. At equal $\omega/I$,
\begin{equation}
\sigma_K\simeq\frac{2\hat\sigma}{Z^6}.
\label{est}
\end{equation}
For atoms this is a modelling choice: the other electrons, including the second 1s electron, lower $I$ below $Z^2/2$, so equal $\omega/I$ no longer means equal $\omega/Z^2$. At $0.55\,I$,
\begin{align}
\text{Ne:}\quad &\frac{2(0.6164)}{10^6}=1.23\times10^{-6}\ \text{a.u.}=2.3\times10^{-56}\ \text{cm}^4\,\text{s},\\
\text{Ge:}\quad &\frac{2(0.6164)}{32^6}=1.15\times10^{-9}\ \text{a.u.}=2.2\times10^{-59}\ \text{cm}^4\,\text{s}.
\end{align}

\textbf{A screened reference.} To judge Eq.~(\ref{est}), the same amplitude was computed with $V(r)$ equal to the nuclear attraction plus the electrostatic repulsion of the Hartree--Fock density from which one 1s electron has been removed. All orbitals feel this one frozen potential. Exchange with the other electrons, relaxation, correlation, relativity and retardation are left out. The binding energies are 32.5 Ha for neon and 403 Ha for germanium, so $0.55\,I$ is 17.9 Ha and 222 Ha.

\begin{center}
\begin{tabular}{cccccc}
\hline
 & H & \multicolumn{2}{c}{Ne, $10^{-6}$ a.u.} & \multicolumn{2}{c}{Ge, $10^{-9}$ a.u.}\\
$\omega/I$ & $\hat\sigma$, a.u. & $2\hat\sigma/Z^6$ & screened & $2\hat\sigma/Z^6$ & screened\\
\hline
0.55 & 0.616 & 1.23 & 1.14 & 1.15 & 1.32\\
0.60 & 0.585 & 1.17 & 1.55 & 1.09 & 1.32\\
0.65 & 0.630 & 1.26 & 1.63 & 1.17 & 1.25\\
\hline
\end{tabular}
\end{center}

In these cases the screened value is 0.93 to 1.32 times the estimate for neon and 1.06 to 1.21 times for germanium. Between the two atoms the effective power of $Z$ is $-5.8$, $-6.1$ and $-6.2$ in the three rows.

The close agreement for neon at $0.55\,I$ is partly a compensation. The d share there is 0.705, against 0.978 in hydrogen. Relative to the scaled hydrogen values, the d part is multiplied by $0.927\times0.705/0.978=0.67$ and the s part by $0.927\times0.295/0.0216\approx13$. The total is therefore better than its parts, and partial-wave ratios or angular distributions should not be taken from hydrogen here.

One might instead insert the charge $Z_b=\sqrt{2I}$ that reproduces the binding energy, 8.07 for neon and 28.4 for germanium. At $0.55\,I$ this does worse: the screened values are 0.26 and 0.56 times $2\hat\sigma/Z_b^6$. The binding energy alone does not fix the orbitals: a constant added to $V$ shifts $I$ but changes no orbital, whereas a change of the charge rescales them all.

\textbf{Where the estimate fails.} In the screened model the 1s--2p resonance lies at $0.97\,I$ in neon and $0.89\,I$ in germanium, not at $0.75\,I$. As $\omega$ approaches $0.75\,I$, Eq.~(\ref{est}) diverges where the atoms have no resonance, so it should be kept well below that point. Nor should it be carried from the table down to the two-photon threshold at $I/2$: at $0.51\,I$ the screened value for neon is only 0.45 times the estimate, although for germanium it is still 0.96 times. Relativity enters with the parameter $(Z\alpha)^2$, which is 0.005 for neon and 0.055 for germanium. The screened values do not include it.

\textbf{A pulse.} Let $10^{12}$ photons cross $1\ \mu\text{m}^2=10^{-8}\ \text{cm}^2$ in $\tau=10$ fs, with a flat, coherent profile. Then $F=10^{34}\ \text{cm}^{-2}\,\text{s}^{-1}$, and the screened cross sections at $0.55\,I$ give
\begin{align}
\text{Ne:}\quad \sigma_KF^2\tau&=(2.17\times10^{-56})(10^{68})(10^{-14})\approx2\times10^{-2},\\
\text{Ge:}\quad \sigma_KF^2\tau&=(2.51\times10^{-59})(10^{68})(10^{-14})\approx3\times10^{-5}.
\end{align}
Both are small, as lowest order requires. They also suppose that the atom stays neutral during the pulse, although one photon suffices to ionize the outer shells. With $F\tau=10^{20}$ photons per cm$^2$, this needs a total one-photon cross section well below $10^{-20}$ cm$^2$. In the frozen potential the outer shells have about $1.4\times10^{-19}$ cm$^2$ in neon and $1.7\times10^{-20}$ cm$^2$ in germanium at these photon energies, so the condition fails for both. Outer electrons are stripped during the pulse, both $I$ and $\sigma_K$ change with time, and the two probabilities above are only formal values for an atom held neutral. With a hundred times fewer photons the expected number of outer-shell absorptions falls to about 0.14 and 0.02. The two-photon probabilities then fall by $10^4$, to about $2\times10^{-6}$ and $3\times10^{-9}$.

\section*{Numbers as computed}
\begin{verbatim}
conversion of sigma2: 1 a.u. = 1.8968e-50 cm^4 s
HYDROGEN, one electron, Z = 1
omega/I=0.55: omega=0.2750 Ha, |M|^2=617 a.u., sigma2=0.6164 a.u., d share=0.978
omega/I=0.60: omega=0.3000 Ha, |M|^2=492.1 a.u., sigma2=0.585 a.u., d share=0.995
omega/I=0.65: omega=0.3250 Ha, |M|^2=451.3 a.u., sigma2=0.6296 a.u., d share=1.000
sigma2 at omega/I=0.55: 1.169e-50 cm^4 s
1s-2p resonance at omega/I = 0.7500
Floquet test: field 0.004 a.u., width 6.1936e-08 a.u., formula 6.2031e-08 a.u.
power of Z from bare ions Z=10 and 32: -6.00000
largest gauge mismatch, hydrogen: 4.6e-11
two-fermion amplitude 0.287200, full one-electron sum 0.287200, filled level left out 0.071232 (model units)
NEON, full K shell, Z = 10
I (central field) = 32.523 Ha; Hartree-Fock 1s = 32.771 Ha; Z_b = 8.065
1s-2p resonance at omega/I = 0.9714; (Z alpha)^2 = 0.0053
omega/I=0.55: omega=17.888 Ha, sigma_K in a.u.: Z^-6 1.233e-06, Z_b^-6 4.479e-06, central field 1.143e-06
   central field / Z^-6 = 0.927, central field / Z_b^-6 = 0.255, d share = 0.705
   in cm^4 s: Z^-6 2.34e-56, Z_b^-6 8.50e-56, central field 2.17e-56
omega/I=0.60: omega=19.514 Ha, sigma_K in a.u.: Z^-6 1.170e-06, Z_b^-6 4.251e-06, central field 1.546e-06
   central field / Z^-6 = 1.322, central field / Z_b^-6 = 0.364, d share = 0.875
omega/I=0.65: omega=21.140 Ha, sigma_K in a.u.: Z^-6 1.259e-06, Z_b^-6 4.576e-06, central field 1.627e-06
   central field / Z^-6 = 1.292, central field / Z_b^-6 = 0.356, d share = 0.933
model pulse, omega/I=0.55: probability per atom 2.34e-02 (Z^-6), 2.17e-02 (central field)
largest gauge mismatch: 1.2e-05
GERMANIUM, full K shell, Z = 32
I (central field) = 403.279 Ha; Hartree-Fock 1s = 405.240 Ha; Z_b = 28.400
1s-2p resonance at omega/I = 0.8875; (Z alpha)^2 = 0.0545
omega/I=0.55: omega=221.803 Ha, sigma_K in a.u.: Z^-6 1.148e-09, Z_b^-6 2.349e-09, central field 1.321e-09
   central field / Z^-6 = 1.151, central field / Z_b^-6 = 0.562, d share = 0.901
   in cm^4 s: Z^-6 2.18e-59, Z_b^-6 4.46e-59, central field 2.51e-59
omega/I=0.60: omega=241.967 Ha, sigma_K in a.u.: Z^-6 1.090e-09, Z_b^-6 2.230e-09, central field 1.316e-09
   central field / Z^-6 = 1.207, central field / Z_b^-6 = 0.590, d share = 0.948
omega/I=0.65: omega=262.131 Ha, sigma_K in a.u.: Z^-6 1.173e-09, Z_b^-6 2.400e-09, central field 1.247e-09
   central field / Z^-6 = 1.063, central field / Z_b^-6 = 0.519, d share = 0.975
model pulse, omega/I=0.55: probability per atom 2.18e-05 (Z^-6), 2.51e-05 (central field)
largest gauge mismatch: 2.2e-07
pulse: 1e+12 photons, 1e-08 cm^2, 1e-14 s, flux 1.0e+34 cm^-2 s^-1
effective power of Z, neon to germanium, omega/I=0.55: -5.814
effective power of Z, neon to germanium, omega/I=0.60: -6.078
effective power of Z, neon to germanium, omega/I=0.65: -6.168
Z^-6 ratio neon/germanium: 1073.7
\end{verbatim}
